\section*{Shear modes of trilayer graphene from the graphite shear line}

\section{Problem}

In graphite, neighbouring carbon layers can slide against each other in their own planes. In the bulk shear mode considered here, every layer moves opposite to its two neighbours. Its wavenumber is taken as $W=43.5\ \mathrm{cm^{-1}}$.

A free trilayer of graphene is cut from this crystal. Treat each layer as a rigid sheet of mass per area $m$. Each pair of adjacent layers is joined by a spring of shear stiffness per area $k$, the same in the trilayer as in the bulk. More distant layers do not interact.

\begin{enumerate}
\item Estimate the shear frequencies of the trilayer by scaling from the bulk.
\item Find the frequencies and the patterns of motion within the chain model.
\item Compare the two results, and find how the frequencies respond to the main effects that the model leaves out.
\end{enumerate}

The displacements are small, so the forces are linear, and all points of one layer move together, which means zero in-plane wavevector. A wavenumber $\tilde\nu$ corresponds to the angular frequency $\omega=2\pi c\tilde\nu$. Ratios of wavenumbers are therefore ratios of frequencies.

\section{First estimate by scaling}

An oscillator has $\omega^2\sim(\text{stiffness})/(\text{mass})$. The mass of a layer is the same in the bulk and in the trilayer, so only the stiffness changes. A bulk layer is held by two springs, one above and one below. An outer layer of the trilayer is held by one. If the relative motion across each spring is taken to be as in the bulk, the stiffness is halved:
\begin{equation}
\tilde\nu_{\rm est}=\frac{W}{\sqrt2}
=\frac{43.5}{1.414}\ \mathrm{cm^{-1}}
=30.8\ \mathrm{cm^{-1}} .
\label{eq:est}
\end{equation}

This sets the scale, but it gives one number where the trilayer should have more than one mode. Three layers moving along one direction have three degrees of freedom. One of them is uniform sliding, which stretches no spring and has zero frequency, so two vibrations remain. The estimate cannot separate them, because it does not ask what the middle layer does.

\section{Solution of the chain model}

\subsection{Calibration on the bulk}

Let $u_n$ be the displacement of layer $n$ along a fixed in-plane direction. The layer above pulls it with force per area $k(u_{n+1}-u_n)$, which is positive when the upper layer is ahead. The layer below contributes $k(u_{n-1}-u_n)$. Newton's law for a bulk layer is
\begin{equation}
m\ddot u_n=k(u_{n+1}-u_n)+k(u_{n-1}-u_n).
\label{eq:bulk}
\end{equation}
In the bulk shear mode $u_n=(-1)^n u\cos\omega_b t$, so $u_{n+1}=u_{n-1}=-u_n$. Each bracket equals $-2u_n$, and $\ddot u_n=-\omega_b^2u_n$. Hence
\begin{equation}
-m\omega_b^2u_n=-4k\,u_n
\quad\Longrightarrow\quad
k=\frac{m\omega_b^2}{4}.
\label{eq:cal}
\end{equation}
The factor 4 comes from two springs, each stretched by twice the displacement of the layer.

\subsection{The three layers}

The outer layers have one neighbour and the middle layer has two. With all displacements proportional to $\cos\omega t$, and both sides multiplied by $-1$, the equations are
\begin{align}
m\omega^2u_1&=k(u_1-u_2),\label{eq:a}\\
m\omega^2u_2&=k(2u_2-u_1-u_3),\label{eq:b}\\
m\omega^2u_3&=k(u_3-u_2).\label{eq:c}
\end{align}
They keep their form when layers 1 and 3 are exchanged. The modes can therefore be sought among patterns that are odd or even under this exchange.

In an odd pattern $u_3=-u_1$ and $u_2=0$. Equation \eqref{eq:b} then reads $0=0$, and \eqref{eq:a} gives
\begin{equation}
m\omega_-^2=k,\qquad (u_1,u_2,u_3)\propto(1,0,-1).
\label{eq:low}
\end{equation}
The middle layer rests, and each outer layer swings against it on one spring.

In an even pattern $u_3=u_1$. Adding \eqref{eq:a}, \eqref{eq:b} and \eqref{eq:c} makes the right-hand sides cancel, because the internal forces sum to zero:
\begin{equation}
m\omega^2(u_1+u_2+u_3)=0 .
\end{equation}
Either $\omega=0$, and then \eqref{eq:a} requires $u_1=u_2$, which is uniform sliding; or the sum vanishes, and $u_2=-2u_1$. In the second case \eqref{eq:a} becomes $m\omega^2u_1=k(u_1+2u_1)$, so
\begin{equation}
m\omega_+^2=3k,\qquad (u_1,u_2,u_3)\propto(1,-2,1).
\label{eq:high}
\end{equation}
The outer layers move together against the middle one. Each spring is stretched by three times the displacement of an outer layer. The three patterns are mutually orthogonal, so they are all the modes for one direction of motion.

\subsection{Frequencies}

Dividing \eqref{eq:low} and \eqref{eq:high} by $m\omega_b^2=4k$ removes both $m$ and $k$:
\begin{equation}
\frac{\omega_-}{\omega_b}=\sqrt{\frac14}=\frac12,
\qquad
\frac{\omega_+}{\omega_b}=\sqrt{\frac34}=\frac{\sqrt3}{2}.
\end{equation}
With the given bulk line,
\begin{align}
\tilde\nu_-&=\tfrac12(43.5)\ \mathrm{cm^{-1}}
=21.75\ \mathrm{cm^{-1}}\quad(0.652\ \mathrm{THz}),\\
\tilde\nu_+&=0.8660\,(43.5)\ \mathrm{cm^{-1}}
=37.67\ \mathrm{cm^{-1}}\quad(1.129\ \mathrm{THz}).
\end{align}
To the three figures of the input, the lines lie at 21.8 and $37.7\ \mathrm{cm^{-1}}$.

The calibration matters. If the bulk were treated as an isolated pair of layers, one would set $m\omega_b^2=2k$ instead of $4k$. Then $k$ would be doubled and both results would rise by $\sqrt2$, to 30.76 and $53.28\ \mathrm{cm^{-1}}$. The second value lies above the bulk line, which the chain does not allow, as the result for $N$ layers below shows.

\subsection{Two directions and two stackings}

The calculation used one in-plane direction and one $k$. Both choices follow from symmetry. Let $V(\mathbf s)$ be the energy per area of two adjacent layers as a function of their relative lateral shift. In the stable stacking, a rotation by $120^\circ$ about an axis through two atoms that lie one above the other leaves the pair unchanged. The symmetric $2\times2$ matrix of second derivatives of $V$ must share this symmetry. If it had two different eigenvalues, the rotation would have to map each of its two principal axes onto itself, which a $120^\circ$ rotation cannot do. The eigenvalues are therefore equal, and $k$ is the same in every in-plane direction. Each nonzero frequency belongs to two independent modes.

Trilayers occur in the stackings ABA and ABC, which differ in the position of the third layer relative to the first. With coupling between adjacent layers alone, this difference does not enter: both interfaces are of the same kind up to a $180^\circ$ rotation, and such a rotation does not change $k$.

A periodic registry energy illustrates this. It couples adjacent layers only and is even in the shift, so the equality of ABA and ABC is built into it; what it shows is the twofold degeneracy and the frequency ratios. Take $V$ proportional to the sum of $\cos(\mathbf G\cdot\mathbf s)$ over three shortest reciprocal-lattice vectors $\mathbf G$ of graphene at $120^\circ$ to each other, with the maximum where the layers lie atom on atom. Numerical second derivatives of the total energy at the stable stacking, scaled so that the bulk mode lies at $43.5\ \mathrm{cm^{-1}}$, give two modes at 21.750 and two at $37.672\ \mathrm{cm^{-1}}$, for ABA and for ABC alike.

\section{Comparison of estimate and solution}

The estimate of $30.8\ \mathrm{cm^{-1}}$ falls between the two lines. It is 41\% above the lower line and 18\% below the upper one, each relative to the line itself. What it does give correctly is the root mean square of the two frequencies:
\begin{equation}
\frac{\omega_-^2+\omega_+^2}{2}
=\frac{1}{2}\left(\frac{k}{m}+\frac{3k}{m}\right)
=\frac{2k}{m}
=\frac{\omega_b^2}{2}.
\end{equation}
This holds for any number of layers $N$: the sum of $m\omega^2$ over all modes is the trace of the spring matrix, $2(N-1)k$, shared among $N-1$ vibrations. The difference between the two lines comes from the middle layer; if it were held fixed, both would lie at $21.75\ \mathrm{cm^{-1}}$. When it rests, each spring is stretched by the displacement of one outer layer. When it moves against both outer layers, the stretch is larger and the frequency rises.

The estimate is also the chain result for a bilayer. There the two layers move oppositely, the single spring is stretched by $2u$, and $m\omega^2=2k$. This gives $W/\sqrt2=30.76\ \mathrm{cm^{-1}}$.

\subsection{Any number of layers}

A stack of $N$ layers shows how the trilayer fits between the bilayer and the bulk. Try
\begin{equation}
u_n=\cos\!\left[\left(n-\tfrac12\right)\theta\right],\qquad n=1,\dots,N .
\end{equation}
For inner layers, $u_{n+1}+u_{n-1}=2u_n\cos\theta$. Equation \eqref{eq:bulk} then gives
\begin{equation}
m\omega^2=2k(1-\cos\theta)=4k\sin^2\frac{\theta}{2}.
\end{equation}
A free surface can be described by adding a fictitious layer that moves with the outer one, since the spring between them then exerts no force. At the bottom this requires $u_0=u_1$, which holds because the cosine is even. At the top it requires $u_{N+1}=u_N$, or
\begin{equation}
\cos\!\left[\left(N+\tfrac12\right)\theta\right]
-\cos\!\left[\left(N-\tfrac12\right)\theta\right]
=-2\sin(N\theta)\sin\frac{\theta}{2}=0 .
\end{equation}
Hence $\theta=p\pi/N$, and with $4k=m\omega_b^2$,
\begin{equation}
\tilde\nu_p=W\sin\frac{p\pi}{2N},\qquad p=0,1,\dots,N-1 .
\label{eq:N}
\end{equation}
These are $N$ different frequencies for $N$ layers, so none is missing. For $N=3$ the sines are $0$, $\tfrac12$ and $\sqrt3/2$, as found above. Every frequency lies below $W$, and the highest one, $W\cos(\pi/2N)$, approaches $W$ as the stack grows.

For $p\ll N$ the sine can be replaced by its argument. This is the limit of a continuous elastic slab of thickness $N$ layer spacings, in which the frequency scales as the inverse thickness. Applied to three layers, it is too high by the factor $x/\sin x$ with $x=p\pi/6$. The excess is 4.7\% for the lower mode and 21\% for the upper one. A slab picture is thus fair for the lower mode, while the upper mode depends on the layers being discrete.

\section{What the model leaves out}

In the following cases the bulk line is held at $43.5\ \mathrm{cm^{-1}}$ unless stated otherwise. The strengths of the added couplings are trial values that show the sensitivity; they are not material data.

\paragraph{Changed interfaces.} Both interfaces of a trilayer touch an outer layer, so their stiffness may differ from the bulk value. If both become $k(1+f)$, both frequencies are multiplied by $\sqrt{1+f}$. For $f=5\%$ the lines rise by 0.54 and $0.93\ \mathrm{cm^{-1}}$. Their ratio stays at $\sqrt3=1.732$. A measured ratio near this value would thus be consistent with two equal springs, but it would not show that their stiffness is that of the bulk. Both lines are not seen in one spectrum, however. For a free trilayer, symmetry allows only one of them in Raman backscattering along the stacking axis: the upper one in ABA, where the lower one needs a polarization component along that axis, and the lower one in ABC, where the upper one is active only in the infrared.

\paragraph{Second-layer coupling.} Let a spring $k_2$ join layers two steps apart. In the bulk mode and in the upper trilayer mode, the layers it joins move together, so it is not stretched. The calibration and $\omega_+$ are unchanged. In the lower mode layers 1 and 3 are separated by $2u_1$, and
\begin{equation}
m\omega_-^2u_1=ku_1+k_2(2u_1)
\quad\Longrightarrow\quad
m\omega_-^2=k+2k_2 .
\end{equation}
For $k_2=0.02k$ the lower line is multiplied by $\sqrt{1.04}$ and rises by $0.43\ \mathrm{cm^{-1}}$. The upper line is therefore the safer prediction as far as this coupling is concerned.

\paragraph{Substrate.} Let a fixed substrate hold layer 1 with a weak spring $k_s$. Write the equations of motion as $Ku=\lambda u$ with $\lambda=m\omega^2$ and $K$ symmetric. To first order, a change $\delta K$ gives
\begin{equation}
K\,\delta u+\delta K\,u=\lambda\,\delta u+\delta\lambda\,u .
\end{equation}
Multiply from the left by $u^{T}$. Since $u^{T}K=\lambda u^{T}$, the terms with $\delta u$ cancel, and
\begin{equation}
\delta\lambda=\frac{u^{T}\delta K\,u}{u^{T}u}
=k_s\,\frac{u_1^2}{u_1^2+u_2^2+u_3^2}.
\end{equation}
The fraction is $1/2$ for $(1,0,-1)$ and $1/6$ for $(1,-2,1)$. Because $\delta\omega/\omega=\delta\lambda/(2\lambda)$,
\begin{equation}
\frac{\delta\omega_-}{\omega_-}=\frac{k_s}{4k},
\qquad
\frac{\delta\omega_+}{\omega_+}=\frac{k_s/6}{2(3k)}=\frac{k_s}{36k}.
\end{equation}
For $k_s=0.05k$ these are 1.25\% and 0.14\%, or 0.27 and $0.05\ \mathrm{cm^{-1}}$. Diagonalizing the full matrix gives the same shifts to this accuracy. The upper mode is less sensitive for two reasons: the held layer has a smaller share of the squared motion, $1/6$ instead of $1/2$, and the unperturbed $\lambda=3k$ is three times as large. Uniform sliding is no longer free: its fraction is $1/3$, so $m\omega^2\approx k_s/3$, which is about $2.8\ \mathrm{cm^{-1}}$ for $k_s=0.05k$.

\paragraph{Flexible layers.} A graphene layer has two atoms per cell, which can vibrate against each other at about $\tilde\nu_i=1580\ \mathrm{cm^{-1}}$ (a rough value). As the simplest model, suppose the interlayer springs act on one of the two atoms, the same one for both springs of a layer; in ABA stacking this could be the atom that lies directly above or below an atom of each neighbouring layer. A force $F$ per area on that atom displaces it relative to its partner by $r$, where $\ddot r=2F/m-\omega_i^2r$, since each atom carries half the mass. For $\omega\ll\omega_i$ this gives $r\approx2F/(m\omega_i^2)$. The atom leads the centre of mass by $r/2=F/(m\omega_i^2)$. With $F=-m\omega^2u$, its displacement is $u(1-\omega^2/\omega_i^2)$. The spring forces shrink by this factor, in the bulk as well. After $k$ is adjusted to restore the bulk line, the remaining relative shift is
\begin{equation}
\frac{\delta\tilde\nu}{\tilde\nu}\approx\frac{W^2-\tilde\nu^2}{2\tilde\nu_i^2}.
\end{equation}
This amounts to about 0.006 and $0.004\ \mathrm{cm^{-1}}$, in agreement with diagonalization of the two-atom model. In ABC stacking the two springs of the middle layer act on different atoms, so this formula does not apply; the same one-atom model gives about 0.002 and $0.011\ \mathrm{cm^{-1}}$. These sizes depend on how the shear force is shared between the two atoms. If the cosine registry energy used above is divided equally among atom pairs, the atom that lies over an atom of the next layer carries $-F$ and the atom over a hollow carries $+2F$. The force that deforms the layer is then $3F$ instead of $F$, and the shifts are about nine times larger: 0.06 and $0.03\ \mathrm{cm^{-1}}$ for ABA, 0.02 and $0.10\ \mathrm{cm^{-1}}$ for ABC. Shifts of order $0.1\ \mathrm{cm^{-1}}$ or less still make rigid layers a good approximation here.

\paragraph{Temperature.} At 300 K the mean phonon numbers $1/(e^{hc\tilde\nu/k_BT}-1)$ are about 9 for the lower mode and 5 for the upper one, so both are well populated in a chip at working temperature. In a harmonic model this does not shift the lines. Real bonds are anharmonic, and $k$ can change with temperature. If heating lowered the bulk line by $1\ \mathrm{cm^{-1}}$ and softened all interfaces alike, the trilayer lines would fall by 0.50 and $0.87\ \mathrm{cm^{-1}}$. The bulk input should therefore refer to the temperature at which the trilayer is used.

\section{The model beside a real trilayer}

The input of $43.5\ \mathrm{cm^{-1}}$ is in the range known for graphite, roughly 42 to $44\ \mathrm{cm^{-1}}$. With a rough lattice constant of 0.246 nm and two carbon atoms of 12.011 u in a cell of area $\sqrt3a^2/2$, the mass per area is $m=0.761\ \mathrm{mg/m^2}$. Equation \eqref{eq:cal} then gives
\begin{equation}
k=\frac{0.761\times10^{-6}}{4}
\left(2\pi\times2.998\times10^{10}\times43.5\right)^2\ \mathrm{N/m^3}
=12.8\ \mathrm{GPa/nm}.
\end{equation}
A relative slip of 0.01 nm would thus call for a shear stress of about 0.13 GPa in the linear model. This slip is already near the edge of the linear range: the cosine registry energy at fixed layer spacing gives 0.11 to 0.14 GPa depending on direction, and in the softest direction the stress peaks at about 0.21 GPa near a slip of 0.03 nm. If the trilayer lies on a dielectric or under a contact, its outer faces are not both free. For a spring of 5\% of $k$ on one face, the lines move by about $0.3\ \mathrm{cm^{-1}}$ or less. A strongly bonded contact is outside this weak-coupling estimate and requires the full equations with its own stiffness. The trial changes considered here each move either of the two lines by less than $1\ \mathrm{cm^{-1}}$, far less than the separation of about $16\ \mathrm{cm^{-1}}$ between the two lines. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
Bulk shear mode, input: 43.5 cm^-1
Lattice constant, rough input: 0.246 nm
Carbon atomic mass, input: 12.011 u
Layer mass per area: 0.761 mg/m^2
Interlayer shear stiffness k: 12.78 GPa/nm
Bulk mode from 12-layer ring: 43.50 cm^-1
Trilayer lower mode, formula: 21.75 cm^-1
Trilayer upper mode, formula: 37.67 cm^-1
Trilayer lower mode, diagonalized: 21.75 cm^-1
Trilayer upper mode, diagonalized: 37.67 cm^-1
Lower mode converted: 0.652 THz
Upper mode converted: 1.129 THz
Upper/lower ratio: 1.7321
Bilayer mode: 30.76 cm^-1
ABA registry energy, lower pair: 21.750, 21.750 cm^-1
ABA registry energy, upper pair: 37.672, 37.672 cm^-1
ABC registry energy, lower pair: 21.750, 21.750 cm^-1
ABC registry energy, upper pair: 37.672, 37.672 cm^-1
Wrong pair calibration: 30.76, 53.28 cm^-1
Temperature of use: 300 K
Mean phonon number, lower, upper: 9.10, 5.05
Shifts below: lower mode, upper mode
Both bonds stiffer by 5% (trial): +0.54, +0.93 cm^-1
Second-layer spring 2% of k (trial): +0.43, 0.00 cm^-1
Substrate spring 5% of k (trial): +0.27, +0.05 cm^-1
Internal layer mode, rough input: 1580 cm^-1
Flexible layers: +0.0062, +0.0036 cm^-1
Bulk line softened to 42.5 cm^-1 (trial): -0.50, -0.87 cm^-1
\end{verbatim}
